# Spin, orbital and crystal-field torques on one d electron, part 2

We follow how one d electron at a cubic crystal site exchanges angular momentum with the lattice. $\mathbf L$, $\mathbf S$ and $\mathbf J=\mathbf L+\mathbf S$ are its orbital, spin and total angular momentum. In the d shell, with the spin-orbit energy $\xi$ a number and the ions clamped,

$$H=\frac{\xi}{\hbar^2}\mathbf L\cdot\mathbf S+V,\qquad \frac{d\mathbf S}{dt}=\mathbf T_{SO}=\frac{\xi}{\hbar^2}\mathbf L\times\mathbf S,\qquad \frac{d\mathbf J}{dt}=\mathbf T_{CF}=\frac{i}{\hbar}[V,\mathbf L]=-\mathbf r\times\nabla V,$$

and $d\mathbf L/dt=\mathbf T_{CF}-\mathbf T_{SO}$. Torques are energies: 1 meV corresponds to $1/658.21\;\hbar$/fs.

The crystal potential, of strength $D$, is

$$V=D\left(x^4+y^4+z^4-\tfrac35r^4\right). \tag{14}$$

It splits the shell into the $e_g$ level $E_e$ ($x^2-y^2$ and $z^2$, short for $3z^2-r^2$) and the $t_{2g}$ level $E_t$ ($xy$, $yz$, $xz$). With $\Delta=E_e-E_t$,

$$E_e=\tfrac35\Delta,\qquad E_t=-\tfrac25\Delta. \tag{15}$$

The orbitals $|m\rangle$, $m=-2,\dots,2$, have $L_z=\hbar m$, and arrows give the spin along $z$. We use

$$|a\rangle=\frac{|2\rangle+|{-2}\rangle}{\sqrt2}=|x^2-y^2\rangle,\qquad |b\rangle=\frac{|2\rangle-|{-2}\rangle}{\sqrt2}=i\,|xy\rangle .$$

Further, $L_\pm=L_x\pm iL_y$, likewise $S_\pm$, and $L_+|m\rangle=\hbar\sqrt{6-m(m+1)}\;|m+1\rangle$. The mean of $r^4$ over the shell's radial function is $\langle r^4\rangle$.

The model omits several terms whose sizes are estimated at the end:

- the exchange field, $H_x=-(\Delta_x/\hbar)S_z$, with splitting $\Delta_x$ and $z$ along the majority spin;
- light, with torque $-e\,\mathbf r\times\mathbf E$ for electron charge $-e$ and electric field $\mathbf E$;
- an applied magnetic field $\mathbf B$, with torque $(\mu_B/\hbar)\,\mathbf B\times(\mathbf L+2\mathbf S)$ on $\mathbf J$;
- the crystal potential's own spin-orbit term, $\mathbf S\cdot(\nabla V\times\mathbf p)/(2m^2c^2)$, where $m$ is the electron mass and $\mathbf p$ the momentum.

The worked example takes $\xi=50$ meV and $\Delta=200$ meV. The closing output also lists two general checks: a test of the operator torque laws with a potential of lower than cubic symmetry, and the dimension of the set of torque-free shell potentials, which contains only constants.

## 2.3 The crystal torque needs $e_g$–$t_{2g}$ coherence

From $|xy\rangle=(|2\rangle-|{-2}\rangle)/(i\sqrt2)$ follows $L_z|xy\rangle=-2i\hbar|a\rangle$. Then

$$\langle a|T_{CF,z}|xy\rangle=\frac i\hbar(E_e-E_t)\langle a|L_z|xy\rangle=\frac i\hbar\,\Delta\,(-2i\hbar)=2\Delta .$$

$L_z$ also acts on $m=\pm1$, but within one level, where the energy difference is zero. It gives zero on $z^2$. Therefore

$$T_{CF,z}=2\Delta\,\big(|a\rangle\langle xy|+|xy\rangle\langle a|\big), \tag{16}$$

with eigenvalues $\pm2\Delta$ and zero. A state wholly in $t_{2g}$ or wholly in $e_g$ has no mean torque about $z$.

Direct integration fixes $D$. From (14), $T_{CF,z}=-(x\,\partial_yV-y\,\partial_xV)=4Dxy(x^2-y^2)$. The sphere averages needed are $\overline{x^2y^2}=\tfrac1{15}$, $\overline{x^6y^2}=\tfrac1{63}$ and $\overline{x^4y^4}=\tfrac1{105}$. Normalized to unit average square, the orbitals are $\sqrt{15}\,xy$ and $\tfrac{\sqrt{15}}2(x^2-y^2)$, so

$$2\Delta=4D\langle r^4\rangle\,\frac{15}{2}\left(\frac2{63}-\frac2{105}\right)=\frac{8}{21}D\langle r^4\rangle,\qquad \Delta=\frac4{21}D\langle r^4\rangle .$$

The averages follow from a Gaussian with unit variance along each axis, where for example $\langle x^6y^2\rangle=15$ and $\langle r^8\rangle=945$.

## 2.4 A start that leaves three states

Let the electron start in $|2\uparrow\rangle$, with $J_z=\tfrac52\hbar$. Without the crystal field this state would be stationary. Write

$$\frac{\mathbf L\cdot\mathbf S}{\hbar^2}=\frac1{\hbar^2}\left[L_zS_z+\tfrac12(L_+S_-+L_-S_+)\right].$$

This conserves $J_z$, and $V$ changes $m$ by 0 or $\pm4$. From $|2\uparrow\rangle$ the motion reaches $|{-2}\uparrow\rangle$ through $V$, then $|{-1}\downarrow\rangle$ through spin-orbit coupling, and goes no further. The spin-orbit diagonal elements are $\xi$, $-\xi$ and $\xi/2$. Since $L_+|{-2}\rangle=2\hbar|{-1}\rangle$, the off-diagonal one is $\tfrac12\cdot2\,\xi=\xi$. In the order just named,

$$H=\begin{pmatrix}\frac{\Delta}{10}+\xi&\frac\Delta2&0\\ \frac\Delta2&\frac\Delta{10}-\xi&\xi\\0&\xi&-\frac{2\Delta}5+\frac\xi2\end{pmatrix}. \tag{17}$$

Call the amplitudes $c_2,c_{-2},c_\downarrow$ and their squares $P_2,P_{-2},P_\downarrow$. The last two states both have $J_z=-\tfrac32\hbar$, so

$$\frac{\langle J_z\rangle}\hbar=4P_2-\frac32,\qquad \frac{\langle S_z\rangle}\hbar=\frac12-P_\downarrow. \tag{18}$$

Schrödinger's equation for (17) turns these into flows:

$$\langle T_{CF,z}\rangle=4\Delta\,\mathrm{Im}(c_2^*c_{-2}),\qquad \langle T_{SO,z}\rangle=-2\xi\,\mathrm{Im}(c_\downarrow^*c_{-2}). \tag{19}$$

A product of two amplitudes is at most $\tfrac12$ in size, so in this motion the torques are bounded by $2|\Delta|$ and $|\xi|$.

**Early times.** To second order in $t$, $P_{-2}=(\Delta t/2\hbar)^2$ and $c_\downarrow=-\tfrac12(t/\hbar)^2\,\xi\,\tfrac\Delta2$. Hence, to leading order,

$$\delta\langle J_z\rangle=-\hbar\left(\frac{\Delta t}\hbar\right)^2,\qquad \delta\langle S_z\rangle=-\hbar\left(\frac{\Delta\,\xi\,t^2}{4\hbar^2}\right)^2. \tag{20}$$

The crystal first takes angular momentum from the orbit, and the spin follows with the fourth power of time.

## 2.5 Closed solution

In the basis $|a\uparrow\rangle,|b\uparrow\rangle,|c\rangle=|{-1}\downarrow\rangle$, the spin-orbit elements are $\langle a|b\rangle\to\xi$, $\langle a|c\rangle\to\xi/\sqrt2$, $\langle b|c\rangle\to-\xi/\sqrt2$ and $\langle c|c\rangle\to\xi/2$. Form

$$|g\rangle=\frac{-|b\rangle+\sqrt2|c\rangle}{\sqrt3},\qquad |h\rangle=\frac{\sqrt2|b\rangle+|c\rangle}{\sqrt3}.$$

The coupling of $g$ to $a$ is $(-\xi+\xi)/\sqrt3=0$, that of $g$ to $h$ is $(\xi-2\xi+\xi)/(3\sqrt2)=0$, and $g$ has the energy $E_g=-\tfrac25\Delta+\xi$. The state $h$ has $-\tfrac25\Delta-\tfrac\xi2$ and couples to $a$ with $\kappa=(\sqrt2\,\xi+\xi/\sqrt2)/\sqrt3=\sqrt{3/2}\,\xi$. Define

$$\bar\varepsilon=\frac{\Delta}{10}-\frac\xi4,\quad \eta=\frac\Delta2+\frac\xi4,\quad \Omega=\sqrt{\eta^2+\kappa^2},\quad \theta=\frac{\Omega t}\hbar .$$

The levels are $E_g$ and $\bar\varepsilon\pm\Omega$. The $2\times2$ block minus $\bar\varepsilon$ has the square $\Omega^2$, so its exponential sums to a cosine and a sine:

$$u_{aa}=e^{-i\bar\varepsilon t/\hbar}\Big(\cos\theta-\frac{i\eta}\Omega\sin\theta\Big),\quad u_{hh}=e^{-i\bar\varepsilon t/\hbar}\Big(\cos\theta+\frac{i\eta}\Omega\sin\theta\Big),\quad u_{ah}=-\frac{i\kappa}\Omega e^{-i\bar\varepsilon t/\hbar}\sin\theta .$$

With $|2\uparrow\rangle=\frac{|a\rangle}{\sqrt2}-\frac{|g\rangle}{\sqrt6}+\frac{|h\rangle}{\sqrt3}$ and $|c\rangle=\frac{\sqrt2|g\rangle+|h\rangle}{\sqrt3}$,

$$c_2=\frac{e^{-iE_gt/\hbar}}6+\frac{u_{aa}}2+\frac{u_{hh}}3+\frac{2u_{ah}}{\sqrt6},\qquad c_\downarrow=-\frac{e^{-iE_gt/\hbar}}3+\frac{u_{ah}}{\sqrt6}+\frac{u_{hh}}3. \tag{21}$$

## 2.6 Strong crystal field

For $|\Delta|\gg\xi$ an electron in $t_{2g}$ nearly stays there, and (16) might suggest that the torque disappears. It does not. Apply $L_z=-i\hbar(x\partial_y-y\partial_x)$ to $t_x=yz$, $t_y=xz$:

$$L_zt_x=-i\hbar\,t_y,\qquad L_zt_y=+i\hbar\,t_x .$$

On the functions $x,y$ it gives $L_zx=i\hbar y$ and $L_zy=-i\hbar x$, with the opposite signs. Also, $L_z\,xy$ lies outside $t_{2g}$. By permutation of the axes, $\mathbf L$ projected on $t_{2g}$ is $-\mathbf l$, with $\mathbf l$ an angular momentum of quantum number 1. To leading order in $\xi/\Delta$, $H=-\xi\,\mathbf l\cdot\mathbf S/\hbar^2$ plus a constant, which conserves $\mathbf l+\mathbf S$. So $\delta\langle\mathbf L\rangle=-\delta\langle\mathbf l\rangle=\delta\langle\mathbf S\rangle$, and

$$\delta\langle\mathbf J\rangle=2\,\delta\langle\mathbf S\rangle. \tag{22}$$

The small $e_g$ admixture, of order $\xi/\Delta$, multiplies a torque element of order $\Delta$ and leaves a torque of order $\xi$.

From $xy\uparrow$ the motion involves $b$ and $c$, with coupling $\xi/\sqrt2$ and energy difference $\xi/2$. The largest flip probability is $\frac{1/2}{1/2+1/16}=\frac89$, first reached at $t=2\pi\hbar/3\xi$. For $\xi=50$ meV and $\Delta/\xi=10^4$, the full ten-state motion gives $\delta S_z=-0.889\,\hbar$ and $\delta J_z=-1.778\,\hbar$ at that time, 27.6 fs. Equation (22) is a limit, and it is approached slowly. From this start the amplitude in $a$ oscillates at the frequency $\Delta/\hbar$ and reaches $2\xi/|\Delta|$, while $|\langle a|L_z|xy\rangle|=2\hbar$. So $\delta J_z-2\,\delta S_z$ oscillates by up to about $8\hbar\,\xi/|\Delta|$, which is $0.2\,\hbar$ at $\Delta/\xi=40$. At the ratio 4 of the worked example below, (22) does not apply. The instantaneous crystal torque also carries a fast part of amplitude about $4\xi$, larger than the slow part $2\langle T_{SO,z}\rangle$, and this fast part averages out over each period $2\pi\hbar/|\Delta|$.

## 2.7 Worked example

Take $\xi=50$ meV, close to the value for the 3d shell of iron, and $\Delta=200$ meV, whose size and sign are chosen for illustration. The levels are $E_g=-80+50=-30$ meV and, from $\bar\varepsilon=7.5$ meV, $-120.6$ and $135.6$ meV. The crystal period $2\pi\hbar/\Delta$ is 20.7 fs.

At 0.2 fs, $\Delta t/\hbar=40/658.21=0.0608$, and (20) gives $\delta J_z=-3.69\times10^{-3}\,\hbar$, as does the full motion. By 5 fs, $J_z$ has fallen from 2.5 to $0.71\,\hbar$, while the spin has lost $0.018\,\hbar$.

Within the first 100 fs the spin is lowest at 64.6 fs, with $S_z=0.087\,\hbar$ and $J_z=0.435\,\hbar$. By (18), $P_\downarrow=0.413$ and $P_2=(0.435+1.5)/4=0.484$. The time integrals of the torques give the budget:

- spin: $\int\langle T_{SO,z}\rangle dt=-0.413\,\hbar$
- total: $\int\langle T_{CF,z}\rangle dt=-2.065\,\hbar$
- orbit: $+0.413-2.065=-1.652\,\hbar$

Over these 100 fs the largest torques are 361 meV ($0.55\,\hbar$/fs) from the crystal and 33 meV ($0.05\,\hbar$/fs) on the spin, inside the bounds of 400 and 50 meV. The motion is a reversible beat: at 50 fs, $J_z$ is back at $2.32\,\hbar$. With $\Delta=-200$ meV and all else fixed, the lowest $S_z$ within the first 100 fs is $-0.16\,\hbar$, so the relative sign of $\Delta$ and $\xi$ matters.

## 2.8 Beside real iron

Iron has several d electrons per atom, and it breaks the single-site model in two further large ways. An exchange splitting of roughly 2 eV makes a spin flip costly. With $\Delta_x=2000$ meV, a start in the majority spin and all else fixed, the amplitude follows $c_\downarrow\approx-(\xi/\Delta_x)c_{-2}$. The flip probability is then about $(50/2000)^2P_{-2}$ to leading order. With the spin flip nearly blocked, $|2\uparrow\rangle$ and $|{-2}\uparrow\rangle$ form a two-state system with energy difference $2\xi$ and coupling $\Delta/2$, so $P_{-2}$ reaches about 0.8 and the estimate is $5.0\times10^{-4}$. It drops corrections to the amplitude of relative order $\Delta/\Delta_x$. Within the first 100 fs the full motion gives a largest spin loss of $6.0\times10^{-4}\,\hbar$ instead of $0.413\,\hbar$. $J_z$ still swings by $3.18\,\hbar$, close to the two-state value $4(\Delta/2)^2/[(\Delta/2)^2+\xi^2]=3.2$, because the exchange field shifts both spin-up states equally and leaves their mixing by $V$ intact. Secondly, a d band of width $W$ near 5 eV sets a time scale $\hbar/W=0.13$ fs for hopping. Leaving a site takes a few times as long, which is still far below the crystal period. The electron leaves the site long before the beat develops, and the effect on the numbers above is not computed here. The example shows how the torques balance and does not predict the demagnetization of iron.

The other omissions have these scales. The thermal energy at 300 K is 26 meV, well below the 91 meV between the two lowest levels of the example without exchange, so a thermal state there would lie almost wholly in the lowest level. Light of 10 MV/cm acting over 0.05 nm has a torque scale of 50 meV, as large as $\xi$; its mean vanishes inside the d shell by parity, and it acts through admixed shells. A field of 1 T has $\mu_BB=0.06$ meV, and its torque on $\mathbf J$ in the d shell is at most three times that. The crystal potential's own spin-orbit term, estimated with $a=0.05$ nm as $\hbar^2\Delta/(2m^2c^2a^2)$, is 0.006 meV. This is a dimensional scale. For the potential (14) the actual torque depends on the radial function and can be up to about ten times larger, which is still only about a thousandth of $\xi$. The numerical output lists the motion at further times.

## Values computed for the example and the checks

```
spin-orbit energy xi = 50 meV; cubic splitting delta = 200 meV
hbar = 658.21 meV fs
largest error of the operator torque laws = 1.1e-05 meV
dimension of torque-free shell potentials = 1
cubic splitting / (D<r^4>) = 0.190476
torque element <x2-y2|T_cf,z|xy> = 400.00 meV
levels (meV): -30.00, -120.59, 135.59 with degeneracies 2, 4, 4
crystal-field period h/delta = 20.68 fs
spin-orbit time hbar/xi = 13.16 fs
t (fs) | Lz, Sz, Jz (hbar) | T_so,z, T_cf,z (meV)
   0 |   2.0000   0.5000   2.5000 |     -0.00      0.00
   2 |   1.6459   0.4995   2.1453 |     -0.67   -223.97
   5 |   0.2300   0.4823   0.7123 |     -8.54   -348.98
  10 |  -1.0501   0.3298  -0.7203 |    -29.26     35.79
  20 |   0.5198   0.2168   0.7366 |     20.40    -70.86
  50 |   1.8347   0.4842   2.3189 |     -0.03   -131.24
 100 |   1.3983   0.4423   1.8405 |     -0.20   -215.90
lowest Sz within 100 fs = 0.0869 hbar at 64.58 fs
  there Lz = 0.3480 hbar, Jz = 0.4349 hbar
  time integral of T_so,z = -0.4131 hbar
  time integral of T_cf,z = -2.0651 hbar
  changes: dS = -0.4131, dL = -1.6520, dJ = -2.0651 hbar
peak crystal torque = 361.2 meV = 0.5488 hbar/fs at 44.18 fs
peak spin torque = -33.2 meV = -0.0505 hbar/fs at 59.11 fs
early time 0.2 fs: dJ = -3.6916e-03 hbar, law -3.6931e-03 hbar
early time 0.2 fs: dS = -5.3263e-08 hbar, law -5.3277e-08 hbar
no crystal field, same start: range of Jz = 0.0000 hbar
no spin-orbit, same start: range of Jz = 4.0000 hbar, of Sz = 0.0000 hbar
strong field delta/xi = 10000, start xy up, t = 27.57 fs:
  dS = -0.8889 hbar, dJ = -1.7780 hbar
delta = -200 meV: lowest Sz within 100 fs = -0.1558 hbar
exchange splitting 2000 meV along z, start in majority spin:
  largest spin loss = 6.04e-04 hbar (without exchange 0.4131 hbar)
  range of Jz = 3.1834 hbar
hopping time hbar/W for W = 5000 meV = 0.132 fs
thermal energy at 300 K = 25.85 meV
light torque scale e E a = 50.0 meV (E = 10 MV/cm, a = 0.05 nm)
applied-field energy mu_B B at 1 T = 0.0579 meV
spin-orbit scale of the crystal potential itself = 6.0e-03 meV
```
